\section*{Linear-time implicit solution of cluster equations with a shared monomer}

\section{The result}

Let clusters of sizes $n=2,\dots,N$ grow and shrink by exchanging single monomers with one common pool. An implicit time step of length $h$ then needs a linear solve with a matrix that is tridiagonal in the clusters and has one extra row and column for the monomer:
\begin{equation}
M=\begin{pmatrix} d & v^{T}\\ u & A\end{pmatrix},\qquad
S=d-v^{T}A^{-1}u .
\label{M}
\end{equation}
Eliminating the clusters first solves it in a number of operations proportional to $N$. The sparsity pattern alone does not ensure that a solution exists. For non-negative concentrations, however, the kinetics gives
\begin{equation}
\text{every pivot of }A\ge 1,\qquad S\ge 1+hs ,
\label{bound}
\end{equation}
for any $h>0$, where $s\ge0$ is the rate at which monomers are lost to a sink. No row exchanges are needed, and a backward Euler step has exactly one non-negative solution.

\section{The equations and the explicit scheme}

Let $c_n$ be the concentration of size $n$, $c_1$ that of monomers, $k_n\ge0$ the capture coefficient and $g_n\ge0$ the release rate. The net flux from size $n$ to $n+1$ is
\begin{equation}
J_n=k_nc_1c_n-g_{n+1}c_{n+1},\qquad J_N=0\quad(k_N=0).
\end{equation}
Clusters are immobile and do not react with each other. Forming a dimer uses two monomers, so
\begin{align}
\dot c_n&=f_n=J_{n-1}-J_n,\qquad n\ge2,\\
\dot c_1&=f_1=-2J_1-\sum_{n=2}^{N-1}J_n-s(c_1-c^*),
\end{align}
with $c^*$ the equilibrium monomer concentration.

The explicit Euler scheme is cheap per step but limited by the fastest decay. From $f_1$,
\begin{equation}
-\frac{\partial f_1}{\partial c_1}=4k_1c_1+\sum_{n\ge2}k_nc_n+s .
\label{fast}
\end{equation}
In the silicon example below, after 100 s, the capture sum is $6.283\times10^{-13}\times1.879\times10^{17}=1.18\times10^5$ s$^{-1}$ and $s=10^4$ s$^{-1}$. Their sum agrees with the largest magnitude among the computed Jacobian eigenvalues, $1.28\times10^5$ s$^{-1}$. A mode decaying at rate $\lambda$ is multiplied by $1-h\lambda$ per step, so stability needs $h<2/\lambda=1.56\times10^{-5}$ s. At that step, 100 s would take about six million steps, although the cluster density by then changes only over minutes. Earlier, when there are more clusters to capture monomers, the limit is tighter still. This calls for an implicit method.

\section{The implicit matrix and the order of elimination}

Backward Euler with Newton iteration needs $M=I-h\,\partial f/\partial c$. Write $\alpha_n=hk_nc_1$ and $\beta_n=hg_n$. Differentiating $f_n$ with respect to the clusters gives
\begin{equation}
A_{nn}=1+\alpha_n+\beta_n,\quad A_{n+1,n}=-\alpha_n,\quad A_{n,n+1}=-\beta_{n+1}.
\end{equation}
The borders are
\begin{align}
u_n&=h(k_nc_n-k_{n-1}c_{n-1})-\delta_{n2}hk_1c_1,\\
v_n&=h(k_nc_1-g_n)-\delta_{n2}hg_2,\\
d&=1+h\Big(4k_1c_1+\sum_{n\ge2}k_nc_n+s\Big).
\end{align}
The extra terms at $n=2$ arise because $J_1$ contains $c_1^2$ and because a splitting dimer returns two monomers.

If the monomer is eliminated first, as its place in the list suggests, the cluster block becomes $A-uv^T/d$. The product $uv^T$ is in general full, so an ordinary factorization, which stores this block, loses the linear cost. For a random system with $N=40$, $M$ has 194 nonzeros. Its factors have 1600 with the monomer first and 194 with the monomer last.

So take the clusters first. For right-hand sides $r_1$ (monomer) and $r$ (clusters), the cluster rows read $ux_1+Ax=r$. Solve $Ay=r$ and $Az=u$; then $x=y-zx_1$. Inserting this in the monomer row $dx_1+v^Tx=r_1$ gives
\begin{equation}
x_1=\frac{r_1-v^Ty}{d-v^Tz}=\frac{r_1-v^Ty}{S}.
\end{equation}
Per size, factoring $A$ takes 3 operations, the two substitutions 10, the two scalar products 4 and the final update 2. With the end corrections the total is $19N-29$, which is 5671 for $N=300$, as counted during a solve. Dense factorization at $N=40$ already takes 41\,860.

\section{Can the elimination break down?}

\subsection{The cluster block}

Elimination without row exchanges gives the pivots
\begin{equation}
p_2=1+\alpha_2+\beta_2,\qquad
p_{n+1}=1+\alpha_{n+1}+\beta_{n+1}-\frac{\alpha_n\beta_{n+1}}{p_n}.
\end{equation}
Suppose $p_n\ge1+\alpha_n$, which holds for $n=2$. Then $\alpha_n/p_n<1$, the subtracted term is at most $\beta_{n+1}$, and $p_{n+1}\ge1+\alpha_{n+1}$. By induction every pivot is at least 1. This needs only $c_1\ge0$.

Since the off-diagonal entries are non-positive and the pivots positive, forward and back substitution turn a non-negative right-hand side into a non-negative solution. Hence $A^{-1}\ge0$ entry by entry. The column sums of $A$ are $1$ for $n\ge3$ and $1+\beta_2$ for $n=2$, so $\mathbf 1^TA\ge\mathbf 1^T$. Multiplying by $A^{-1}\ge0$ gives $\mathbf 1^TA^{-1}\le\mathbf 1^T$: the cluster solve does not amplify the sum of absolute values of its right-hand side.

\subsection{The Schur complement}

The entries of $u$ and $v$ have no fixed sign, so the sign of $S$ is not evident from (\ref{M}). Counting atoms settles it. Shifting the summation index,
\begin{equation}
\sum_{n=2}^{N}n(J_{n-1}-J_n)=2J_1+\sum_{n=2}^{N-1}\big[(n+1)-n\big]J_n ,
\end{equation}
which cancels the flux terms of $f_1$. Therefore $\sum_{n\ge1} nf_n=-s(c_1-c^*)$. Let $w=(2,\dots,N)^T$. Differentiating this balance with respect to the monomer and to the clusters gives
\begin{equation}
d+w^Tu=1+hs,\qquad v^T+w^TA=w^T .
\end{equation}
Define $y$ anew by $A^Ty=w$. The second relation gives $v^TA^{-1}u=y^Tu-w^Tu$, and with the first,
\begin{equation}
S=d+w^Tu-y^Tu=1+hs-y^Tu .
\end{equation}
Let $q_n=\partial J_n/\partial c_1$, so that $q_1=2k_1c_1$, $q_n=k_nc_n$ for $2\le n<N$, and $q_N=0$. Then $u_n=-h(q_{n-1}-q_n)$. Set $y_1=0$ and $D_n=y_n-y_{n-1}$. Summing by parts,
\begin{equation}
S=1+hs+h\Big(2k_1c_1D_2+\sum_{n=2}^{N-1}k_nc_nD_{n+1}\Big).
\label{positive}
\end{equation}

It remains to show $D_n>0$. Row $n$ of $A^Ty=w$ is
\begin{equation}
y_n-\alpha_nD_{n+1}+\beta_nD_n=n .
\end{equation}
For $n=2$, where $y_2=D_2$, this is $(1+\beta_2)D_2-\alpha_2D_3=2$. Subtracting row $n-1$ from row $n$ gives, for $n\ge3$,
\begin{equation}
(1+\beta_n+\alpha_{n-1})D_n-\alpha_nD_{n+1}-\beta_{n-1}D_{n-1}=1 .
\end{equation}
This system is tridiagonal with pivots $\pi_2=1+\beta_2$ and
\begin{equation}
\pi_{n+1}=1+\beta_{n+1}+\alpha_n-\beta_n\alpha_n/\pi_n .
\end{equation}
If $\pi_n\ge1+\beta_n$, the last term is at most $\alpha_n$ in size, so $\pi_{n+1}\ge1+\beta_{n+1}$. The pivots are positive, the off-diagonal entries non-positive and the right-hand side positive, so all $D_n>0$. Equation (\ref{positive}) then proves (\ref{bound}).

Physically, $S$ is the amount of monomer that must be supplied per unit rise of $c_1$ at the end of the step. Part stays free, part goes to the sink, and the rest is taken up by clusters. With all concentrations zero, $c_1$ included, the bracket vanishes and $S=1+hs$, so the bound is attained. In 200 random cases with seven sizes and parameters spread over many decades, rational arithmetic without rounding confirmed the pivot bound, the bound on $S$ and the equality of its two forms.

\subsection{Where the guarantee ends}

A negative concentration can remove it. Take $N=5$, $h=1$, $s=0$, all active $k_n$ and $g_n$ equal to 1, and $c=(1,1,-100,1,1)$. Then $S=-88.1$. At fixed $c_1$, $S$ is linear in the cluster concentrations, so raising $c_3$ from $-100$ to $1$ passes through $S=0$, where $M$ is singular. Newton iterates on the full system need not stay non-negative: with $x_0$ the current and $x$ the next monomer value, the linearized dimer source $hk_1(2x_0x-x_0^2)$ is negative for $x<x_0/2$. For example, take $N=2$, $h=k_1=1$, $g_2=c^*=0$ and $s=4$, starting from $(c_1,c_2)=(1,0)$. The first iterate has $9x=3$, so $x=1/3$ and $c_2=2x-1=-1/3$. Here the bound itself survives, because $c_N$ does not enter $S$ when $k_N=0$; but once any of $c_1,\dots,c_{N-1}$ is negative, the proof no longer applies.

A closed system, $s=0$, shows a second limit. $M$ remains invertible for every finite $h$, but the Jacobian itself is singular, because $(1,2,\dots,N)$ multiplied into it from the left gives zero. A direct Newton solve for the steady state therefore fails unless one equation is replaced by the prescribed total number of atoms.

The pattern also depends on the reactions. Mobile dimers would couple $n$ to $n\pm2$ and add a second border; reactions between clusters of all sizes would fill the matrix.

\section{A step that cannot go negative}

The remedy for bad iterates is to eliminate the clusters from the nonlinear step as well. For a trial monomer concentration $x\ge0$, the backward Euler cluster equations are linear:
\begin{equation}
A(x)\,c=c^{\rm old}+hk_1x^2e_2 ,
\end{equation}
where $e_2$ selects the dimer. The right-hand side is non-negative, hence so is $c(x)$. What remains is
\begin{equation}
G(x)=x-c_1^{\rm old}-hf_1\big(x,c(x)\big)=0 .
\end{equation}
Differentiating the cluster equations gives $u+A\,dc/dx=0$, so
\begin{equation}
\frac{dG}{dx}=d+v^T\frac{dc}{dx}=d-v^TA^{-1}u=S>0 .
\end{equation}
In a random 40-size system a finite difference of $G$ and formula (\ref{positive}) both give 128.1595.

At $x=0$ clusters release monomers but capture none, so $f_1\ge0$ and $G(0)\le0$. Next add $n$ times each cluster equation, which is satisfied, to $G$. The balance of atoms gives $G=H-P$ with
\begin{equation}
H=(1+hs)x+\sum_{n\ge2}nc_n(x),\qquad
P=\sum_{n\ge1}nc_n^{\rm old}+hsc^* .
\end{equation}
At $x=P/(1+hs)$ this is non-negative. Since $G$ increases, there is exactly one root, and it lies between these two points.

Newton's method applied to $\ln(H/P)$ as a function of $\ln x$, whose slope is $xS/H$, gives
\begin{equation}
\Delta\ln x=-\frac{H}{xS}\ln\frac HP .
\end{equation}
The logarithm suits a monomer concentration that falls by many decades. A trial that leaves the bracket is replaced by a point inside it. Each iteration costs one linear-time elimination.

\section{Interstitial clusters in annealed silicon}

Ion implantation leaves excess silicon interstitials. They gather into clusters, which dissolve during annealing and feed the supersaturation that speeds up dopant diffusion. Take $10^{14}$ cm$^{-2}$ interstitials in a layer of width $W=100$ nm, lying $L=100$ nm below the surface, so $c_1(0)=10^{19}$ cm$^{-3}$. The temperature is 1073 K, with $k_BT=0.09246$ eV. Rough typical values are $D=10^{-6}$ cm$^2$/s, $c^*=10^9$ cm$^{-3}$ and a capture radius $a=0.5$ nm.

Diffusion-limited capture gives $k=4\pi aD=6.283\times10^{-13}$ cm$^3$/s, taken independent of size, as for rods that grow at their ends. It holds for $k_1$ too: the doubled relative diffusivity of two monomers cancels the factor $\tfrac12$ for identical partners. Loss by steady diffusion to the surface gives $s=D/(LW)=10^4$ s$^{-1}$. Detailed balance gives
\begin{equation}
g_n=kc^*e^{E_n/k_BT},\qquad E_n=0.65+1.10/n\ \text{eV},
\end{equation}
where $E_n$, a model choice, is the energy needed to add the $n$th atom when that atom is first created from the perfect crystal. For the dimer $E_2=1.20$ eV and $g_2=272$ s$^{-1}$.

With $N=300$ and 80 steps per decade from 1 ns to 100 s, the run takes 881 steps and 3.5 iterations per step. At 100 s the cluster density differs by $-0.302\%$ from an independent variable-order integration when 40 steps per decade are used, and by $-0.154\%$ with 80. The error is thus nearly proportional to $h$, and twice the fine result minus the coarse one cancels its leading part. The extrapolated values are:

\begin{center}
\begin{tabular}{rrrrr}
$t$ (s) & $c_1/c^*$ & clusters (cm$^{-3}$) & mean size & remaining\\
$10^{-6}$ & $1.8\times10^{8}$ & $3.7\times10^{18}$ & 2.7 & 0.9985\\
$10^{-3}$ & $3.3\times10^{5}$ & $3.3\times10^{18}$ & 3.0 & 0.9980\\
1 & 5840 & $9.8\times10^{17}$ & 10 & 0.986\\
10 & 2570 & $5.0\times10^{17}$ & 19 & 0.956\\
100 & 1540 & $1.9\times10^{17}$ & 42 & 0.795
\end{tabular}
\end{center}

They agree with the independent integration to $0.1\%$. In the last step, $h=2.84$ s, the bound is $1+hs=2.84\times10^4$ and $S=3.79\times10^5$: most of an added monomer supply would go into clusters.

Between 1 and 100 s the clusters become fewer and larger while about four fifths of the atoms remain, which is mainly coarsening. A cluster of size $n$ neither grows nor shrinks on average when $c_1/c^*\approx e^{E_n/k_BT}$. At the final mean size, 42.3, this is about 1500, against the computed 1540. The closeness is only a rough check: this level varies slowly with size, tending to 1130 for large $n$, and 1540 corresponds to a neutral size of about 38. The clusters alone would hold the ratio near 1670, and the sink lowers it by a factor 1.085. The loss rate then is $sc_1=1.54\times10^{16}$ cm$^{-3}$s$^{-1}$, or $0.15\%$ of the initial atoms per second.

\section{What the example leaves out}

The single-layer model assumes a uniform monomer concentration. Inside the layer, however, capture and release balance diffusion over a length $\ell=(4\pi a\sum_{n\ge2}c_n)^{-1/2}$, which is 29 nm at 100 s. Take uniform clusters that exchange monomers so as to restore a fixed monomer concentration, and let no flux pass through the back of the layer. Compared with a layer held at that concentration throughout, matching concentration and flux at the front edge multiplies the surface loss by
\begin{equation}
\frac{L}{L+\ell\coth(W/\ell)}=0.774 ,
\end{equation}
a reduction of $23\%$. A finite-difference solution of that diffusion problem confirms the factor to within $0.1\%$. In the single-layer model, however, the sink already holds the monomers below the restored level, by a factor $1+s/\sum_{n\ge2}k_nc_n=1.085$. Relative to that model the loss is therefore multiplied by $0.774\times1.085=0.84$, a reduction of $16\%$. This is an estimate for a uniform cluster population; in a real layer the clusters nearest the surface dissolve first, which lengthens the path to the surface and lowers the loss further.

Resolving depth keeps the linear cost. Let $\rho_i=r_{1,i}-v_i^Ty_i$ be the reduced right-hand side at depth node $i$, with $Ay=r$ again and no local sink. Eliminating the clusters at each node leaves
\begin{equation}
S_ix_i+\frac{hD}{\Delta z^2}(2x_i-x_{i-1}-x_{i+1})=\rho_i .
\end{equation}
This is tridiagonal, and diagonally dominant because $S_i\ge1$. The work grows as sizes times nodes. For 9 nodes and 12 sizes the result agrees with a dense solve to rounding error.

Immobile dimers are an assumption that bears mainly on the early stage. At 1 ms dimers hold 7000 times as many atoms as monomers do, so mobile dimers could change the early growth strongly. Even at 100 s the ratio is 4.9, far above the value $2kc_1/g_2=0.007$ for equilibrium with the monomers, because every vanishing cluster must pass through the dimer state. If dimers moved and were captured like monomers, they would vanish at about $1.2\times10^5$ s$^{-1}$ rather than $g_2=272$ s$^{-1}$. At the same production rate this alone would lower the late ratio to roughly 0.01. By detailed balance, clusters that capture dimers also release them, which adds an amount comparable to the equilibrium value 0.007. The ratio would thus be of the order of a few hundredths at most. This is an estimate, not a solution of the extended model.

Set beside a real anneal, the model has the right rough time scale (defect sizes and densities are not compared): rod-like interstitial defects in implanted silicon dissolve over minutes near 800~$^\circ$C, and here a fifth of the atoms leave in 100 s. The agreement is no precise test. Reported values of $D$ and $c^*$ separately vary widely, and the late surface loss depends mainly on their product. Raising all $E_n$ by 0.05 eV, with everything else fixed, lowers the remaining fraction from 0.795 to 0.690. A 5 K error changes a rate with a rough 4 eV activation energy by $22\%$. At the start the capture radius is 0.17 of the mean spacing radius, so independent capture is only approximate there; the steady surface sink is likewise unjustified before about $L^2/D=10^{-4}$ s. Vacancies, dislocation loops, impurity traps and charge states are omitted and not sized. The uncertainties in energy and temperature alone have effects far larger than the $0.1\%$ numerical error.

\section*{Computed results}
\begin{verbatim}
bordered vs dense solve, relative difference: 5.2e-16
depth-coupled vs dense solve, relative difference: 4.2e-16
exact rational cases passed: 200
smallest S/(1+h*sink) in them: 1.000000
S with one negative concentration: -88.118
operations, bordered solve, 40 sizes: 731
operations, bordered solve, 80 sizes: 1491
operations, bordered solve, 160 sizes: 3011
operations, bordered solve, 300 sizes: 5671
operations, dense factorization, 40 sizes: 41860
nonzeros of M, 40 sizes: 194
nonzeros of factors, monomer last: 194
nonzeros of factors, monomer first: 1600
slope of scalar equation, difference / Schur: 128.159543 / 128.159543
temperature: 1073 K, kT: 0.09246 eV
diffusivity: 1.0e-06 cm2/s, c*: 1.0e+09 cm^-3
capture radius: 0.50 nm, capture k: 6.283e-13 cm3/s
depth, width: 100, 100 nm; sink: 1.00e+04 1/s
start: 1.0e+19 cm^-3, dose: 1.0e+14 cm^-2
energy per added atom: 0.65 + 1.10/n eV; sizes: 300
release rate of dimer, largest size: 2.719e+02, 7.386e-01 1/s
time s | c1/c* | clusters cm^-3 | mean size | remaining fraction
1e-06 | 1.796e+08 | 3.670e+18 | 2.67 | 0.9985
1e-03 | 3.262e+05 | 3.281e+18 | 3.04 | 0.9980
1e+00 | 5.837e+03 | 9.808e+17 | 10.06 | 0.9863
1e+01 | 2.569e+03 | 4.963e+17 | 19.27 | 0.9563
1e+02 | 1.541e+03 | 1.879e+17 | 42.29 | 0.7948
largest relative difference from BDF in table: 1.0e-03
cluster density error at 100 s, 40/decade: -0.302 %
cluster density error at 100 s, 80/decade: -0.154 %
steps: 881, Newton iterations per step: 3.51
single 100 s step, Newton iterations: 2
last step h: 2.837 s, 1+h*sink: 2.8373e+04
Schur complement there: 3.7926e+05, smallest pivot: 1.8400
backward error of that solve: 2.6e-21
fastest rate at 100 s: 1.279e+05 1/s
explicit Euler step limit there: 1.56e-05 s
neglected: capture length at 100 s: 29.1 nm
neglected: surface flux factor from depth gradient: 0.774
neglected: atoms in dimers / monomers at 1e-03 s: 6.96e+03
neglected: atoms in dimers / monomers at 1e+02 s: 4.92e+00
neglected: capture radius / mean spacing radius at start: 0.174
remaining fraction, 40/decade, base energy: 0.7951
remaining fraction, 40/decade, energy +0.05 eV: 0.6901
rate change for +5 K at 4 eV (rough): 22.2 %
share of atoms in largest size at 100 s: 5.4e-34
\end{verbatim}
